# Reflection Approximation for Electron-Impact Dissociation and Fragment Kinetic Energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: from vibrational wavefunction to energy spectrum

### 1. A case that can be seen through

Take a diatomic molecule whose nuclei are so heavy that they do not move while an electron strikes it. The internuclear distance $R$ is then a random number. In the harmonic ground state its distribution is

$$|\chi_0(R)|^2=\frac{1}{b\sqrt\pi}\,e^{-(R-R_0)^2/b^2},$$

with centre $R_0$ and width $b$. The collision lifts the electrons into a repulsive state whose potential near $R_0$ is a falling straight line of slope $-F$, with $F>0$. A molecule caught at $R$ acquires the potential energy of that point. As the fragments separate, all the energy above the dissociation limit becomes kinetic energy $\varepsilon$:

$$\varepsilon=\varepsilon_0-F(R-R_0),$$

where $\varepsilon_0$ belongs to $R_0$. A short distance gives fast fragments and a long distance gives slow ones. Probability is carried along by this map, so $P(\varepsilon)\,|d\varepsilon|=|\chi_0|^2\,|dR|$. Since $|d\varepsilon/dR|=F$,

$$P(\varepsilon)=\frac{|\chi_0(R)|^2}{F}=\frac{1}{Fb\sqrt\pi}\,e^{-(\varepsilon-\varepsilon_0)^2/(F^2b^2)} .$$

The position density has been reflected in the potential line onto the energy axis. Its standard deviation changes from $b/\sqrt2$ to $Fb/\sqrt2$. With $F=7.28$ eV/bohr and $b=0.237$ bohr, values computed below for H$_2$, the spread is $7.28\times0.237/1.414=1.22$ eV. A vibrational function about a quarter of a bohr wide thus produces a spectrum more than 1 eV wide.

Real nuclei have finite mass, real potentials are curved, and the electron's excitation probability depends on $R$. The derivation must show what survives of this picture and how large the error is.

### 2. The cross section before any reflection

Equations are in atomic units, $\hbar=m_e=e=1$. Numerical energies are given in eV and lengths in bohr.

The initial electronic state has potential $V_0(R)$, and the radial vibrational function $\chi_v(R)$ has energy $E_v$ and norm $\int\chi_v^2\,dR=1$. The final state has potential $V_1(R)$, which falls monotonically to the limit $D_1$. The total kinetic energy release $\varepsilon$ is measured in the centre-of-mass frame of the molecule. The reduced mass of the nuclei is $\mu$. Initial rotational energy is neglected.

The incident electron has wavenumber $k_i$ and energy $E_i=k_i^2/2$, and the outgoing electron has wavenumber $k_f$. Energy conservation reads

$$\frac{k_f^2}{2}=E_i+E_v-D_1-\varepsilon. \tag{1}$$

The outgoing electron takes whatever energy is left. A fixed $E_i$ therefore permits a continuous range of $\varepsilon$.

Let $\mathcal M$ be the transition matrix element between electron waves of unit amplitude. The nuclear continuum functions $\phi_\varepsilon(R)$ are energy-normalized,

$$\int \phi_\varepsilon\phi_{\varepsilon'}\,dR=\delta(\varepsilon-\varepsilon'),$$

so that a sum over nuclear final states is an integral over $\varepsilon$. The golden rule gives the transition rate into $d\varepsilon$:

$$\frac{dw}{d\varepsilon}=2\pi\int\frac{d^3k_f}{(2\pi)^3}\,|\mathcal M|^2\,\delta\!\left(\frac{k_f^2}{2}-E_f\right),$$

with $E_f$ the right side of (1). Now $d^3k_f=k_f^2\,dk_f\,d\Omega=k_f\,d(k_f^2/2)\,d\Omega$, and the delta function removes the energy integral. Division by the incident flux $k_i$ gives

$$\frac{d\sigma}{d\varepsilon}=\frac{1}{k_i}\,\frac{2\pi k_f}{8\pi^3}\int d\Omega\,|\mathcal M|^2=\frac{k_f}{k_i}\int d\Omega\,\left|\frac{\mathcal M}{2\pi}\right|^2. \tag{2}$$

The first physical assumption is that of adiabatic nuclei: the electron comes and goes before the nuclei move. The amplitude is then computed at fixed nuclei, giving $f(R,\hat R)$ for distance $R$ and molecular axis $\hat R$, and averaged between nuclear states:

$$-\frac{\mathcal M}{2\pi}=\langle\text{final nuclei}|\,f(R,\hat R)\,|\text{initial nuclei}\rangle .$$

An average over initial and a sum over final electron spins are understood in $|f|^2$. The assumption fails if the electron is captured long enough for the nuclei to move appreciably. On a steep repulsive curve this takes only a fraction of a vibrational period. The assumption also becomes doubtful close to threshold, where the outgoing electron is slow.

### 3. Separating rotation from the radial integral

The initial nuclear function is $\chi_v(R)Y_{JM}(\hat R)/R$ and a final one is $\phi_\varepsilon(R)Y_{J'M'}(\hat R)/R$. The volume element $R^2\,dR\,d\hat R$ cancels the two factors $1/R$. The second assumption is that the centrifugal potential changes so little between the relevant $J'$ that one radial function $\phi_\varepsilon$ serves them all. The amplitude into $J'M'$ is

$$\int dR\,\phi_\varepsilon(R)\,f_{J'M'}(R)\,\chi_v(R),\qquad
f_{J'M'}(R)=\int d\hat R\,Y^*_{J'M'}\,f\,Y_{JM}. \tag{3}$$

Section 5 will show that the radial integral picks out one distance $R_\varepsilon$. The sum over final rotations then needs only the completeness of the spherical harmonics:

$$\sum_{J'M'}|f_{J'M'}(R_\varepsilon)|^2=\int d\hat R\,|f(R_\varepsilon,\hat R)|^2\,|Y_{JM}(\hat R)|^2 .$$

For an unpolarized gas we average over $M$. Since $(2J+1)^{-1}\sum_M|Y_{JM}|^2=1/4\pi$, the electronic factor is

$$S(R)=\int d\Omega\int\frac{d\hat R}{4\pi}\,|f(R,\hat R)|^2, \tag{4}$$

the squared amplitude averaged over orientation and integrated over scattering angle.

### 4. The continuum function near its turning point

For each $\varepsilon$ define the reflection distance $R_\varepsilon$ by

$$V_1(R_\varepsilon)=D_1+\varepsilon. \tag{5}$$

It is the classical turning point, and it is unique because $V_1$ is monotone. With $x=R-R_\varepsilon$ and $F=-V_1'(R_\varepsilon)>0$, linearization gives $V_1\approx D_1+\varepsilon-Fx$. The radial equation $-\phi''/2\mu+(V_1-D_1-\varepsilon)\phi=0$ becomes

$$\phi''=-2\mu F x\,\phi .$$

Let $x=-at$. Then $d^2\phi/dt^2=a^2\phi''=2\mu Fa^3\,t\,\phi$, and the choice

$$a^3=\frac{1}{2\mu F} \tag{6}$$

leaves $d^2\phi/dt^2=t\phi$. The solution needed is the Airy function

$$\mathrm{Ai}(t)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(q^3/3+qt)}\,dq . \tag{7}$$

It solves the equation because $\mathrm{Ai}''-t\,\mathrm{Ai}$ is the integral of $-(q^2+t)e^{i(q^3/3+qt)}/2\pi$, a total $q$-derivative. To handle the ends of the integral, move the path to $q+i\eta$ with $\eta>0$. The integrand then has modulus $e^{-\eta q^2+\eta^3/3-\eta t}$, so the boundary terms vanish. The same modulus shows that $\mathrm{Ai}$ decays for $t\to+\infty$, the forbidden side $x<0$, as required.

For the normalization we need the overlap of two shifted Airy functions. From (7), the integral over $t$ yields $2\pi\delta(q+q')$, and the cubic phases cancel:

$$\int \mathrm{Ai}(t-s)\,\mathrm{Ai}(t-s')\,dt=\frac1{2\pi}\int e^{-iq(s-s')}\,dq=\delta(s-s').$$

Write $\phi_\varepsilon=N\,\mathrm{Ai}\big((R_\varepsilon-R)/a\big)$. On one straight line, $R_\varepsilon-R_{\varepsilon'}=-(\varepsilon-\varepsilon')/F$. Hence

$$\int\phi_\varepsilon\phi_{\varepsilon'}\,dR=N^2a\,\delta\!\left(\frac{R_\varepsilon-R_{\varepsilon'}}{a}\right)=N^2a^2\,\delta(R_\varepsilon-R_{\varepsilon'})=N^2a^2F\,\delta(\varepsilon-\varepsilon').$$

Therefore $N=1/(a\sqrt F)$ and

$$\phi_\varepsilon(R)=\frac{1}{a\sqrt F}\,\mathrm{Ai}\!\left(\frac{R_\varepsilon-R}{a}\right). \tag{8}$$

A real potential levels off, so we must check that this normalization agrees with the one set at large $R$. There $\phi_\varepsilon$ is a sine of amplitude $B$ and wavenumber $k$. Its overlap integral is $B^2(\pi/2)\delta(k-k')=B^2(\pi k/2\mu)\delta(\varepsilon-\varepsilon')$, so $B^2=2\mu/\pi k$. On the allowed side of the turning point, stationary phase in (7) gives $\mathrm{Ai}(-z)\approx\pi^{-1/2}z^{-1/4}\sin(\tfrac23z^{3/2}+\tfrac\pi4)$. With $z=x/a$ the squared amplitude of (8) is

$$\frac{1}{\pi a^2F}\sqrt{\frac ax}=\frac{\sqrt{2\mu F}}{\pi F\sqrt x}=\frac{2\mu}{\pi\sqrt{2\mu Fx}} .$$

The root in the last denominator is the local wavenumber, so the two forms agree. Where the potential varies slowly over a wavelength, the semiclassical amplitude keeps $kB^2$ constant and connects the two regions.

### 5. The reflection formula

Let $g(R)=f_{J'M'}(R)\chi_v(R)$. Insert (8) into (3) and substitute $R=R_\varepsilon-at$:

$$\int\phi_\varepsilon\, g\,dR=\frac1{\sqrt F}\int \mathrm{Ai}(t)\,g(R_\varepsilon-at)\,dt. \tag{9}$$

Inverting the Fourier integral (7) gives, for real $q$,

$$\int \mathrm{Ai}(t)\,e^{-iqt}\,dt=e^{iq^3/3}. \tag{10}$$

At $q=0$ this says that the Airy function has unit area. If $g$ changes slowly enough, it may be taken out of (9) at $t=0$, so that

$$\int\phi_\varepsilon\, g\,dR\approx\frac{g(R_\varepsilon)}{\sqrt F},\qquad \phi_\varepsilon(R)\to\frac{\delta(R-R_\varepsilon)}{\sqrt{|V_1'(R_\varepsilon)|}} .$$

Squaring, summing over rotations with (4), and inserting the result in (2) gives the reflection approximation:

$$\boxed{\;\frac{d\sigma}{d\varepsilon}\approx\frac{k_f}{k_i}\,S(R_\varepsilon)\,\frac{|\chi_v(R_\varepsilon)|^2}{|V_1'(R_\varepsilon)|}\;} \tag{11}$$

for energies at which (1) gives $k_f^2>0$, and zero otherwise. The factor $1/|V_1'|$ is the Jacobian of Section 1, now obtained from the normalization of a quantum continuum function.

Changing variable with $d\varepsilon=|V_1'|\,dR$ removes the slope from the total cross section:

$$\sigma\approx\int_{V_1(R)<E_i+E_v}dR\;\frac{k_f}{k_i}\,S(R)\,|\chi_v(R)|^2 .$$

The slope decides where the probability lies on the energy axis. It does not create or destroy any. The formula for the total is less accurate when the limit $V_1<E_i+E_v$ cuts through the vibrational density, because reflection slightly misplaces the energies that are open.

Why does the oscillating tail of (8) do so little harm? Expand (10) in powers of $q$: the terms in $q$ and $q^2$ are absent. The first and second moments of the Airy function, understood through (10), vanish, and on a straight potential line the first error comes from the third derivative of $g$. The requirement is therefore weaker than $a\ll b$. Curvature of $V_1$ adds a further error, which for a fixed function $g$ is also of first order in $1/\mu$. The vibrational function is not fixed when the mass changes: $b$ shrinks as $\mu^{-1/4}$, so $a^3/b^3$ falls only as $\mu^{-1/4}$, and doubling the mass reduces the error by only about 16%.

### 6. The map for H$_2$

The example is excitation from the ground state $X\,^1\Sigma_g^+$ of H$_2$ to the repulsive state $b\,^3\Sigma_u^+$. Both curves are full configuration interaction in the cc-pVTZ basis. They omit relativistic effects and corrections to the Born–Oppenheimer picture, and they carry a basis error. At 1.4 bohr the release $V_1-D_1$ is 5.99 eV in this basis and 5.88 eV in aug-cc-pVTZ. Absolute energies are thus uncertain by at least about 0.1 eV, and the slope near the spectral peak drops from 7.3 to about 7.0 eV/bohr in the larger basis. Finer digits below serve to compare two treatments of the same curves.

The electronic amplitude is taken as constant for now and the electron factor $k_f/k_i$ is left out. What remains is the nuclear spectrum $P(\varepsilon)$, of unit area. At $R=1.4$ bohr and $v=0$,

$$P=\frac{2.334\ \text{bohr}^{-1}}{7.754\ \text{eV/bohr}}=0.301\ \text{eV}^{-1}\quad\text{at}\quad\varepsilon=5.99\ \text{eV}.$$

Other points follow in the same way. The last column is the squared overlap with continuum functions integrated numerically on the same $V_1$.

| $R$ (bohr) | $\varepsilon$ (eV) | $P$ reflected (1/eV) | $P$ numerical (1/eV) |
|---|---|---|---|
| 1.2 | 7.84 | 0.073 | 0.090 |
| 1.4 | 5.99 | 0.301 | 0.312 |
| 1.5 | 5.28 | 0.332 | 0.305 |
| 1.6 | 4.65 | 0.260 | 0.219 |
| 1.8 | 3.63 | 0.065 | 0.057 |

The potential is steeper at short distance: 11.0 eV/bohr at 1.2 bohr against 5.8 eV/bohr at 1.6 bohr. The inner flank of $|\chi_0|^2$ is therefore stretched and lowered, and the outer flank is compressed and raised. The maximum of the reflected spectrum does not come from the maximum of $|\chi_0|^2$. Setting the derivative of $\ln(\chi_0^2/|V_1'|)$ to zero gives

$$2\,\frac{\chi_0'}{\chi_0}=\frac{d\ln|V_1'|}{dR}<0,$$

a point on the outer side, where $\chi_0$ already falls.

Across the table, the numerical spectrum lies above the reflected one at the higher energies and below it at the lower ones. This displacement can be calculated.

## Second half: corrections, nodes and the electron's energy

### 7. Symbols and results carried over

The initial potential $V_0$ holds $\chi_v$ with energy $E_v$, and the repulsive potential $V_1$ falls to $D_1$. The release $\varepsilon$ and the distance $R_\varepsilon$ are linked by $V_1(R_\varepsilon)=D_1+\varepsilon$. There $F=-V_1'>0$, and the Airy length obeys $a^3=1/(2\mu F)$. The leading nuclear spectrum is $P=|\chi_v(R_\varepsilon)|^2/F$. Before that approximation, and for a locally linear potential, the overlap with a smooth function $g$ is

$$A(\varepsilon)=\frac1{\sqrt F}\int\mathrm{Ai}(t)\,g(R_\varepsilon-at)\,dt,\qquad \int\mathrm{Ai}(t)\,e^{-iqt}\,dt=e^{iq^3/3}. \tag{12}$$

For a constant electronic amplitude, $g=\chi_v$ and $P=A^2$. The cross section contains the further factors $k_f/k_i$ and $S(R_\varepsilon)$, where $k_f^2/2=E_i+E_v-D_1-\varepsilon$.

### 8. The first correction and the small parameter

Resolve $g$ into waves $e^{i\kappa R}$. In (12) each wave becomes $e^{i\kappa R_\varepsilon}e^{-i\kappa at}$, and the Airy integral multiplies it by $e^{i\kappa^3a^3/3}$. A derivative acting on the wave gives $i\kappa$, and $(i\kappa)^3=-i\kappa^3$. The factor is therefore the operator $\exp[-(a^3/3)\,d^3/dR^3]$, and

$$\sqrt F\,A=g(R_\varepsilon)-\frac{a^3}{3}\,g'''(R_\varepsilon)+\dots \tag{13}$$

Each Fourier component acquires only a phase, so in a linear potential the total probability is unchanged. The correction moves probability along the energy axis.

For the harmonic ground state let $\xi=(R_\varepsilon-R_0)/b$ and $\chi_0\propto e^{-\xi^2/2}$. The derivatives with respect to $\xi$ are $-\xi\chi_0$, then $(\xi^2-1)\chi_0$, then $[2\xi-\xi(\xi^2-1)]\chi_0=(3\xi-\xi^3)\chi_0$. Hence

$$\sqrt F\,A\approx\chi_0\left[1-\lambda\left(\xi-\frac{\xi^3}{3}\right)\right],\qquad
\lambda=\frac{a^3}{b^3}=\frac{1}{2\mu Fb^3}=\frac{\omega}{2Fb}, \tag{14}$$

where the last form uses $b^2=1/(\mu\omega)$. The approximation is good when the vibrational quantum $\omega$ is small compared with the change of $V_1$ across the wavefunction.

In the linear model, halving $\lambda$ from 0.02 to 0.01 reduced the largest error of the uncorrected amplitude by a factor 2.01. It reduced the error of (14) by a factor 3.99. These are the ratios expected when the errors are of first and second order in $\lambda$.

For H$_2$ the Airy length near the spectral peak is $a=0.127$ bohr, and $b=0.237$ bohr. The ratio $a/b$ is about one half, but its cube is $\lambda=0.15$. To first order the density changes by the factor $1-2\lambda(\xi-\xi^3/3)$. Two points of the table in Section 6 show how this works, with the mean distance 1.451 bohr used for $R_0$:

- At $R=1.2$ bohr, $\xi=-1.06$ and the predicted change is $+20\%$. The numerical density is 24% above the reflected one.
- At $R=1.6$ bohr, $\xi=0.63$ and the predicted change is $-17\%$. The numerical density is 16% below.

The estimate uses one value of $F$ and a harmonic function, and it leaves out corrections from the curvature of $V_1$. The numerical continuum functions include that curvature. Their first maximum, at the energy of the spectral peak, is 1.9% higher than the Airy form predicts.

For an excited vibrational state, suppose the wavefunction locally resembles a wave of wavenumber $p$. The phase in the correction is then

$$\frac{a^3p^3}{3}=\frac{p^3}{6\mu F}=\frac{p\,T_{\rm loc}}{3F},\qquad T_{\rm loc}=\frac{p^2}{2\mu}. \tag{15}$$

It must be small if the pointwise map is to hold. Since $p$ grows with vibrational excitation, high $v$ demands a steeper $V_1$ than the ground state does.

The reflection formula now follows from the quantum continuum functions, and its first correction for a locally linear potential is governed, in the vibrational ground state, by $\lambda=\omega/(2Fb)$. What remains is to see what the nuclei do during the transition, to find the shifts of the mean, peak and nodes, and to treat the electronic amplitude, the incident energy, the energies of single fragments and the limits of the formula.
